# Does twinning a silicide change its projected-band overlap with silicon?

A calculation of electron transport through an epitaxial silicide on Si(111) can begin with a map. For each wavevector $\mathbf k_\parallel$ in the interface plane and each energy, it records whether silicon and the silicide both have propagating bulk states. The silicide can grow in two orientations: type A continues the orientation of the silicon, and type B is turned by 180° about the (111) normal. Must the silicide part of the map be computed again for type B? It need not be, provided that the bulk silicide is time-reversal invariant. The alignment of that map with silicon's bands, and the calculation of the interface itself, must still be done for each type.

## The belief and its appeal

The belief is that twinning changes the overlap. The argument for it is reasonable. A cubic crystal seen along [111] has a threefold axis, not a sixfold one, so a turn by 180° gives a differently oriented crystal. Its energy bands turn with it, while those of silicon stay put. A silicide state that faced a silicon conduction valley at $\mathbf k_\parallel$ now sits at $-\mathbf k_\parallel$, and something else has taken its place.

Every sentence of this argument is true except the implied conclusion. What has taken the state's place is a state of the same energy, with its normal wavevector reversed. The projection onto the interface does not distinguish the two.

"Overlap" here means the region of $(E,\mathbf k_\parallel)$ in which both solids have propagating states. It does not mean an overlap integral of wavefunctions, which twinning can change.

## What is held fixed

Let $\mathbf n$ be the unit vector along the (111) normal, and split the wavevector as $\mathbf k=(\mathbf k_\parallel,k_z)$, with $k_z=\mathbf k\cdot\mathbf n$. The interface is taken to be coherent: both solids share one two-dimensional lattice, so $\mathbf k_\parallel$ is conserved up to a reciprocal vector of that lattice. The two silicide orientations carry the same strain relative to their own axes.

For cubic lattice constant $a$, successive (111) lattice planes are $d=a/\sqrt3$ apart. The bulk reciprocal vector $(2\pi/a)(1,1,1)$ points along $\mathbf n$ and has length $2\pi\sqrt3/a=2\pi/d$. At fixed $\mathbf k_\parallel$ the energies are therefore periodic in $k_z$ with period $2\pi/d$. The projected bulk bands at $\mathbf k_\parallel$ are the set

$$P(\mathbf k_\parallel)=\{E_n(\mathbf k_\parallel,k_z):\ \text{all } n,\ 0\le k_z<2\pi/d\}.$$

## The proof

**The rotation.** Let $C$ be the turn by 180° about $\mathbf n$. It reverses the in-plane part of a vector and keeps the normal part:

$$C(\mathbf k_\parallel,k_z)=(-\mathbf k_\parallel,k_z).$$

A two-dimensional lattice contains $-\mathbf R$ whenever it contains $\mathbf R$, so the interface lattice is unchanged by $C$, and $\mathbf k_\parallel$ has the same meaning for both types.

Let $U$ be the unitary operator that turns positions and spins together. The twinned crystal has the Hamiltonian $H_B=UH_AU^\dagger$. If $H_A\psi=E\psi$, then

$$H_B(U\psi)=UH_AU^\dagger U\psi=UH_A\psi=E\,(U\psi).$$

If $\psi$ has wavevector $\mathbf k$, then $U\psi$ has wavevector $C\mathbf k$. Hence $E_B(C\mathbf k)=E_A(\mathbf k)$. Replacing $\mathbf k$ by $C^{-1}\mathbf k=C\mathbf k$ gives

$$E_B(\mathbf k_\parallel,k_z)=E_A(-\mathbf k_\parallel,k_z). \qquad (1)$$

This and the following relations equate complete lists of levels, each counted with its multiplicity. Equation (1) is the correct core of the tempting argument.

**Time reversal.** Let $\Theta$ be the time-reversal operator. It is antiunitary, so it turns a number into its complex conjugate when moved past it. In a non-magnetic crystal without a magnetic field it commutes with $H_A$, with spin-orbit coupling included. It also commutes with the translation $T_{\mathbf R}$ by a lattice vector. For a Bloch state with $T_{\mathbf R}\psi=e^{i\mathbf k\cdot\mathbf R}\psi$,

$$T_{\mathbf R}(\Theta\psi)=\Theta\,(e^{i\mathbf k\cdot\mathbf R}\psi)=e^{-i\mathbf k\cdot\mathbf R}(\Theta\psi),$$

$$H_A(\Theta\psi)=\Theta H_A\psi=\Theta(E\psi)=E\,(\Theta\psi),$$

where the last step uses that $E$ is real. So $\Theta\psi$ has wavevector $-\mathbf k$ and the same energy. Since $\Theta$ is invertible and keeps orthogonal states orthogonal, the multiplicities agree too, and $E_A(-\mathbf k)=E_A(\mathbf k)$. Applied to the wavevector $(-\mathbf k_\parallel,k_z)$, this reads

$$E_A(-\mathbf k_\parallel,k_z)=E_A(\mathbf k_\parallel,-k_z). \qquad (2)$$

**The projection.** Inserting (2) into (1) gives

$$E_B(\mathbf k_\parallel,k_z)=E_A(\mathbf k_\parallel,-k_z). \qquad (3)$$

As $k_z$ runs through a full period, so does $-k_z$. The collected energies are the same:

$$P_B(\mathbf k_\parallel)=P_A(\mathbf k_\parallel). \qquad (4)$$

**The number of channels.** Transport needs the number of states that move toward the interface, which (4) alone does not give. Choose an energy that is not at a band extremum. At fixed $\mathbf k_\parallel$ each band, ordered by energy, is a continuous periodic function of $k_z$, so over one period it crosses $E$ upward as often as downward. The normal velocity is $v_z=\hbar^{-1}\partial E/\partial k_z$, so equally many states move each way. Differentiating (3) gives $v_z^B(k_z)=-v_z^A(-k_z)$. The incoming states of type B therefore correspond to the outgoing states of type A, and

$$N^B_{\rm in}=N^A_{\rm out}=N^A_{\rm in}.$$

The in-plane velocity does not change sign in (3). An incoming state of type B has the in-plane velocity of an outgoing state of type A, so the beams may travel in different directions although their number is equal.

## A numerical trial, and where the result fails

Fluorite silicides have inversion symmetry, which by itself gives $E_A(-\mathbf k)=E_A(\mathbf k)$. To see time reversal at work alone, inversion has to be removed. This was done in a tight-binding model by giving the two silicon sublattices of a fluorite crystal unequal levels and unequal spin-orbit hopping. The resulting spin splitting is deliberately large: it reaches 2.06 eV at the first interface wavevector tested below. The twin was built by turning the atoms in space and finding their neighbours afresh.

At a wavevector off the mirror planes, twinning changed the levels at fixed $k_z$ by up to 0.38 eV. The projected band edges agreed to $4\times10^{-15}$ eV, which is rounding error. At eight further wavevectors and one energy, the channels of type A were counted from band crossings and those of type B from Green functions. Both gave 1, 2, 2, 2, 1, 2, 2, 1.

An exchange term of 0.4 eV times the spin Pauli matrix along $\mathbf n$ breaks time reversal. The turn about $\mathbf n$ leaves this term unchanged, so (1) still holds. For a magnetisation at an angle to $\mathbf n$ that stays fixed in space while the crystal is turned, (1) need not hold, and the statements below that use it do not apply. With the exchange term along $\mathbf n$, the projected edges of the two types differed by up to 0.550 eV in the crystal without inversion. With both symmetries broken, (4) can therefore fail. For an exchange term along $\mathbf n$, inversion alone is also sufficient: it leaves the uniform exchange term unchanged, so $E_A(-\mathbf k)=E_A(\mathbf k)$ still holds and, with (1), gives (4). When inversion was restored in the model with the exchange term kept, the difference did fall back to rounding error. This is only a weak check, because with equal silicon sublattices the spin-orbit hoppings through them cancel.

Two weaker statements survive even when both symmetries are broken, as long as (1) holds:

- Equation (1) still gives $P_B(\mathbf k_\parallel)=P_A(-\mathbf k_\parallel)$. Where $\mathbf k_\parallel$ and $-\mathbf k_\parallel$ differ by a reciprocal vector of the interface lattice, as at the zone centre and the midpoints of the zone edges, the projections are equal without any use of time reversal.
- Let $N_S$ and $N_M$ be the channel numbers of silicon and of the silicide, and sum their product over the interface zone. For type B,

$$\int N_S(\mathbf k_\parallel)N_M^A(-\mathbf k_\parallel)\,d^2k_\parallel=\int N_S(-\mathbf k_\parallel)N_M^A(\mathbf k_\parallel)\,d^2k_\parallel=\int N_S(\mathbf k_\parallel)N_M^A(\mathbf k_\parallel)\,d^2k_\parallel .$$

The first step renames $\mathbf k_\parallel\to-\mathbf k_\parallel$; the second uses that silicon's own projection is even. The total is unchanged at fixed alignment, although its distribution over $\mathbf k_\parallel$ may change.

The argument also covers a free-standing film, which has discrete levels $E(\mathbf k_\parallel)$ and no $k_z$. The rotation gives $E_B(\mathbf k_\parallel)=E_A(-\mathbf k_\parallel)$, and time reversal turns the right side into $E_A(\mathbf k_\parallel)$.

## The condition hidden in the word "overlap"

Equation (4) concerns the silicide alone, with energies measured from its own Fermi level $E_F$. Overlap needs a common energy scale. Let $E_c$ be silicon's conduction-band minimum at the interface and $\Phi=E_c-E_F$ the Schottky barrier for electrons. An electron at energy $\varepsilon$ above $E_c$ meets silicide states at

$$E-E_F=\Phi+\varepsilon. \qquad (5)$$

If both types have the same $\Phi$, the overlap is the same at each $\mathbf k_\parallel$. If their barriers differ, the silicide bands are shifted rigidly against those of silicon, and the overlap may change. The barrier depends on the charge arrangement at the interface, which bulk symmetry does not fix.

NiSi$_2$ on Si(111) makes the condition matter. Its barriers are roughly 0.65 eV for type A and 0.79 eV for type B. The example below uses these values and the sevenfold-coordinated interface, in which each interface metal atom has seven silicon neighbours. Silicon is described by Vogl's nearest-neighbour sp$^3$s* model. The silicide is a fluorite model metal with one orbital per atom: levels of 0 eV on the metal and −8 eV on silicon, and hopping energies of −0.8 eV (metal–silicon), −0.5 eV (silicon–silicon) and −0.5 eV (metal–metal). These are round parameters, not the bands of NiSi$_2$. The Fermi level was placed so that, at the centre of a projected silicon valley, the lower edge of the upper silicide band lies 0.75 eV above $E_F$. This choice makes the dependence on the barrier visible.

Take $\varepsilon=0.05$ eV. At the valley centre, (5) gives

$$0.65+0.05=0.70\ \text{eV}<0.75\ \text{eV},\qquad 0.79+0.05=0.84\ \text{eV}>0.75\ \text{eV}.$$

The centre is closed at the lower barrier and open at the higher one, for either orientation. Over the whole valley, whose projected area at this energy is 5.61 nm$^{-2}$, the fraction covered by silicide states is:

| Barrier | Type A | Type B |
|---|---|---|
| 0.65 eV | 0.369 | 0.369 |
| 0.79 eV | 0.494 | 0.494 |

The rows show the theorem and the columns its condition. Refining the mesh from 15×15 to 23×23 wavevectors, with 44 and then 64 values of $k_z$, moved the type A fractions by at most 0.0002. In area, coverage rises from $0.369\times5.61=2.07$ nm$^{-2}$ to $0.494\times5.61=2.77$ nm$^{-2}$.

The size of this rise can be understood from the band edge. Along the line from the zone centre through the valley, the edge rises by 0.584 eV nm. Raising the barrier by 0.14 eV therefore moves the boundary of the covered region outward by about

$$\Delta k=\frac{0.14\ \text{eV}}{0.584\ \text{eV nm}}=0.24\ \text{nm}^{-1}.$$

The area gained is $2.77-2.07=0.70$ nm$^{-2}$, which corresponds to a strip of this width and a length of $0.70/0.24=2.9$ nm$^{-1}$. For comparison, the valley's width across that direction, in the parabolic approximation, is $2\sqrt{2m\varepsilon}/\hbar$ with the model's transverse mass $m=1.62\,m_e$. With $\hbar^2/2m_e=0.0381$ eV nm$^2$ this is $2\sqrt{1.62\times0.05/0.0381}=2.9$ nm$^{-1}$. The model valley is not quite parabolic at this energy, and its computed width is 3.0 nm$^{-1}$; the boundary is also slightly curved. The strip is thus about as long as the valley is wide.

A comparison that gives each type its own barrier goes from the upper left entry of the table to the lower right one. It finds different overlaps, 0.37 and 0.49, and it would be easy to blame the rotation. In this model the whole difference comes from the barrier.

## Equal overlap is not equal transmission

The opposite error is to infer from (4) that both interfaces transmit equally well. For coherent transport at fixed $\mathbf k_\parallel$ and $E$, the transmission summed over channels is

$$T=\mathrm{Tr}\,[\Gamma_S G\,\Gamma_M G^\dagger],\qquad \Gamma_M=i(\Sigma_M-\Sigma_M^\dagger),\qquad \Sigma_M=Vg_MV^\dagger .$$

Here $G$ is the retarded Green function of the last silicon layer joined to both solids, $g_M$ is that of the silicide's surface layer before joining, and $V$ holds the bonds across the interface. $\Gamma_S$ is defined like $\Gamma_M$, from the self-energy of the silicon below. The projected bands say whether propagating silicide states exist, and so whether $\Gamma_M$ can be non-zero. They fix neither $V$ nor the orbital amplitudes in $g_M$.

The atomic distances across the interface do differ. The closest distance between a metal atom of the first silicide layer and the lower atoms of the last silicon double layer is 0.450 nm for type A and 0.392 nm for type B. In the model, the coupling across the interface follows one law for both types: it falls exponentially with distance and is cut off beyond $0.9a=0.49$ nm.

With the barrier set to 0.79 eV for both types, and with $\varepsilon=0.05$ eV at the valley centre, silicon and each silicide have one channel per spin. The transmissions are

$$T_A=0.032,\qquad T_B=0.094,\qquad T_A/T_B=0.34 .$$

The overlap is identical, yet the transmission differs by a factor of about three. The calculation does not separate the effect of these distances from that of the Bloch amplitudes. Nor is the factor robust: it depends strongly on the cutoff of the coupling. With coupling only between the two layers that meet at the interface, a cutoff of $1.2a$ gives $T_A=0.136$ and $T_B=0.054$, which reverses the order, and one of $2.5a$ gives 0.055 and 0.065. At these longer cutoffs farther layers also come within range; including them changes the values to 0.110 and 0.040, and to 0.080 and 0.086. The example shows that equal overlap does not ensure equal transmission. It does not show which type transmits better, and it is no prediction for NiSi$_2$.

With the barrier set to 0.65 eV for both types, the centre is closed and the transmission should vanish. The computed values are below $10^{-7}$; the small finite imaginary part given to the energy in the Green functions permits such a residue.

## Beside a real contact

In the thermionic current, the barrier difference outweighs the factors found in this model. If thermionic emission has the same prefactor for both types, the current ratio at 300 K, with $kT=0.0259$ eV, is

$$\frac{J_A}{J_B}=\exp\!\left(\frac{0.79-0.65}{0.0259}\right)\approx 2\times10^2.$$

Equal prefactors are an assumption that the model itself does not satisfy. With the $0.9a$ cutoff, the transmission averaged over the valley at $\varepsilon=0.05$ eV is about 0.015 for type A at 0.65 eV and 0.05 for type B at 0.79 eV. Weighting with these values would lower the ratio to roughly 70. Type B has the larger overlap in the example and still carries far less current.

Several features of the example are not those of real silicon or a real film. The sp$^3$s* model gives valley masses of 0.74 $m_e$ (longitudinal) and 1.62 $m_e$ (transverse), against roughly 0.92 and 0.19 in silicon; the transverse mass is far too large. Using the rough real masses, with the valley centre and silicide edge left in place, changes the coverages to 0.44 and 0.60. The model also puts the valley at 0.73 of the way from the zone centre to the X point, where silicon has it at roughly 0.85. Moving it there, with the rough real masses and with the silicide edge again set 0.75 eV above $E_F$ at the valley centre, gives coverages of 0.41 and 0.65. Without that resetting, the edge at the new centre would lie 0.57 eV higher, so the coverages depend on the chosen alignment. The other corrections can be judged by how strongly the coverage responds to a shift of the edge. For the valley of the table this is $(0.494-0.369)/0.14\approx0.9$ per eV, the value used below. For the moved valley with the rough real masses it is $(0.65-0.41)/0.14\approx1.7$ per eV, so an equal shift would change the coverage about twice as much. The silicide edge is less steep there, however, at 0.41 instead of 0.584 eV nm, so shifts that come from a change in $\mathbf k_\parallel$ would be smaller. For the valley of the table, the corrections are:

- In a relaxed film with a misfit of 0.4%, the two lattices no longer match, and $\mathbf k_\parallel$ measured against the silicide's own zone changes by 0.4%. At the valley centre, 6.91 nm$^{-1}$ from the zone centre, this rescaling alone shifts the silicide edge by $0.584\times6.91\times0.004\approx0.016$ eV, or 0.014 in coverage.
- Terraces 50 nm wide blur $\mathbf k_\parallel$ by about $2\pi/(50\ \text{nm})=0.126$ nm$^{-1}$, and hence the edge by about $0.584\times0.126\approx0.07$ eV. This is half the barrier difference, so a sharp boundary of the overlap requires wider terraces. It is the largest of the three corrections listed here.
- At a doping of $10^{16}$ cm$^{-3}$ and the 0.79 eV barrier, the image force lowers the barrier by 0.023 eV, or 0.02 in coverage.

At that doping the characteristic tunnelling energy is only 0.04 $kT$ for a mass of 0.26 $m_e$ (0.02 to 0.05 $kT$ for masses from 0.92 to 0.19 $m_e$), so thermionic emission is the appropriate picture. None of the three corrections brings back a dependence of the bulk projection on twinning. They alter the alignment or the conservation of $\mathbf k_\parallel$, which are conditions for using that projection.

For a non-magnetic silicide in the same strain state, one bulk projection therefore serves both orientations. The barrier and the interface transmission have to be found for each.

## Calculated quantities

```
lattice constant (rough input): 0.543 nm
silicide onsite energies metal, Si: 0.0, -8.0 eV
silicide hops M-Si, Si-Si, M-M: -0.8, -0.5, -0.5 eV
-- symmetry, polar silicide with spin-orbit coupling --
largest spin splitting (no inversion): 2.058 eV
twin changes levels at fixed k_normal by up to 0.376 eV
error of E_B(kpar,kn)=E_A(kpar,-kn): 8.9e-15 eV
change of projected band edges: 3.6e-15 eV
same, exchange field 0.4 eV added: 0.550 eV
same, exchange field but with inversion: 3.5e-15 eV
channels at 8 wavevectors, A from bands: [1, 2, 2, 2, 1, 2, 2, 1]
channels, B from Green function: [1.0, 2.0, 2.0, 2.0, 1.0, 2.0, 2.0, 1.0]
-- silicon valley, sp3s* model --
indirect gap: 1.171 eV; minimum at 0.731 of Gamma-X
valley masses long., transv.: 0.74, 1.62 m_e
projected valley centre: 6.91 nm^-1
valley area at 0.05 eV above minimum: 5.61 nm^-2
-- overlap with model silicide --
silicide edge at valley centre above E_F (set): 0.75 eV
largest A-B difference of that edge map: 5.8e-15 eV
barrier 0.65 eV: valley covered, type A 0.3685, type B 0.3685
barrier 0.79 eV: valley covered, type A 0.4940, type B 0.4940
shift of coverage, 15x15x44 to 23x23x64 mesh: 0.0002
coverage with rough masses 0.92, 0.19: 0.437 (0.65 eV), 0.600 (0.79 eV)
-- transmission at valley centre, per spin --
channels Si, silicide A, silicide B: 1, 1, 1
barrier 0.79 eV: T_A = 0.0319, T_B = 0.0936
ratio T_A/T_B: 0.340
barrier 0.65 eV: T_A = 2.6e-08, T_B = 6.4e-08
metal to lower-Si distance A, B: 0.450, 0.392 nm
-- device scale and neglected effects --
temperature 300 K, kT = 0.0259 eV, doping 1e+16 cm^-3
thermionic current ratio from barriers alone: 225
E_c - E_F in bulk Si: 0.205 eV = 7.9 kT
peak field at 0.79 eV barrier: 0.0425 MV/cm
image-force lowering: 0.0229 eV
tunnelling energy E00: 0.00106 eV, E00/kT = 0.041
edge slope along valley direction: 0.584 eV nm
edge shift, relaxed film, misfit 0.004: 0.0161 eV
edge blur, 50 nm terraces: 0.0733 eV
```
